# Deepest pit on a panel predicted from small coupons

## Problem

Metal coupons of area 10 cm² have been exposed to a pitting solution, and the deepest pit on each has been measured. The maximum depth \(X\) on a coupon follows the Gumbel distribution

\[
G(x)=P(X\le x)=\exp\!\left[-e^{-(x-\mu)/\beta}\right],\qquad \mu=300\ \mu\text{m},\quad \beta=50\ \mu\text{m}.
\]

Here \(\mu\) is the mode, the depth at which the probability density is largest, and \(\beta>0\) is a scale that sets the width. A panel of the same metal has an area of 1000 cm² and a wall 800 µm thick. It is exposed to the same solution for the same time. Regard it as \(N=100\) patches of coupon size, each with the distribution \(G\) and all independent. What is the most probable depth of its deepest pit, and how likely is perforation?

"Most probable" means the maximum of the probability density of the panel's deepest pit, with depth measured on a linear scale.

## A tempting solution

Call the maximum depths on the patches \(x_1,\dots,x_N\), and let \(g=dG/dx\) be the density for one patch. Since the patches are independent, their joint density is a product:

\[
p(x_1,\dots,x_N)=g(x_1)\,g(x_2)\cdots g(x_N).
\]

Each factor can be maximized separately, and each is largest at \(x_i=\mu\). The most probable state of the panel therefore has a maximum depth of 300 µm on every patch. The deepest of one hundred equal depths is 300 µm, so the panel's most probable deepest pit is as deep as the coupon's, and area has no effect.

## Where it fails

The joint density is indeed largest at the point where all \(x_i=\mu\). The fault is the last step, which takes the most probable point in the space of all depths and reads off its largest coordinate. The question concerns the largest coordinate alone. Its density at \(x\) collects the probability of every set of depths whose maximum is \(x\), not just the set in which all depths are equal.

Two patches show the difference. In the plane of \(x_1\) and \(x_2\), the condition \(\max(x_1,x_2)=x\) describes two arms meeting at a right angle. On one arm \(x_1=x\) and \(x_2\) takes any value below \(x\); on the other the roles are exchanged. The tempting solution looks only at the corner.

For \(N\) patches there are \(N\) choices for the one that holds the deepest pit. That patch contributes \(g(x)\), and each of the others may have any depth below \(x\), which contributes \(G(x)\). The density of the panel maximum is therefore

\[
f(x)=N\,g(x)\,G(x)^{N-1},
\]

and not \(g(x)^N\). The factor \(G^{N-1}\) punishes small \(x\) severely. At \(x=\mu\) the exponential inside \(G\) equals 1, so \(G(\mu)=e^{-1}\). The probability that no patch exceeds 300 µm is then \(G(\mu)^{100}=e^{-100}\). The supposedly most probable depth is one that the panel is practically certain to exceed.

## Solution

The panel maximum is at most \(x\) if and only if every patch maximum is at most \(x\). Independence turns the probability of this joint event into a product:

\[
F(x)=G(x)^N=\exp\!\left[-N e^{-(x-\mu)/\beta}\right].
\]

Differentiating \(G^N\) gives the density \(f\) found above. To find its maximum, write \(N=e^{\ln N}\) and move it into the inner exponent:

\[
N e^{-(x-\mu)/\beta}
=\exp\!\left[-\frac{x-\mu-\beta\ln N}{\beta}\right].
\]

With the abbreviations

\[
x_*=\mu+\beta\ln N,\qquad z=\frac{x-x_*}{\beta},
\]

the distribution becomes \(F=\exp(-e^{-z})\). This is again a Gumbel distribution with the same scale \(\beta\), displaced by \(\beta\ln N\). Since \(dz/dx=1/\beta\),

\[
f=\frac{dF}{dx}=\frac1\beta\,e^{-z}\exp(-e^{-z}),
\qquad
\ln f=-\ln\beta-z-e^{-z}.
\]

The logarithm has its maximum where \(f\) does. Its derivatives are

\[
\frac{d\ln f}{dx}=\frac{e^{-z}-1}{\beta},\qquad
\frac{d^2\ln f}{dx^2}=-\frac{e^{-z}}{\beta^2}<0.
\]

The first vanishes only at \(z=0\), and the second is negative everywhere, so \(x_*\) is the one maximum. With \(\ln 100=4.605\),

\[
x_*=300\ \mu\text{m}+50\ \mu\text{m}\times4.605
=530\ \mu\text{m}\quad(5.3\times10^{6}\ \text{Å}).
\]

A direct numerical maximization of the density of the largest of 100 draws gives the same 530.3 µm as the formula.

A hundredfold area raises the mode by a factor of 1.77. That factor is not universal, because it depends on \(\mu/\beta\). What the model fixes is the increment: every multiplication of the area by 100 adds \(4.605\,\beta\), whatever the starting area. For \(N=1\) the increment vanishes, as it must. It also vanishes as \(\beta\to0\), when all patches have the same maximum depth and a larger sample finds nothing new.

## What the most probable depth does not promise

At the mode \(z=0\), so \(F(x_*)=e^{-1}\). The panel's deepest pit exceeds 530 µm with probability \(1-e^{-1}=0.632\). The mode is thus no safe upper estimate. The depth \(x_p\) that is not exceeded with probability \(p\) follows from \(\exp(-e^{-z})=p\) by taking logarithms twice:

\[
x_p=x_*-\beta\ln(-\ln p).
\]

For \(p=0.5\) this gives the median, 549 µm. For \(p=0.95\) it gives 679 µm.

The mean needs one more step. Define \(W=e^{-(X_N-x_*)/\beta}\), where \(X_N\) is the panel maximum. The event \(W\ge w\) is the same as \(X_N\le x_*-\beta\ln w\), and its probability is \(F=e^{-w}\). So \(W\) is exponentially distributed with mean 1. Since \(X_N=x_*-\beta\ln W\) and

\[
\langle\ln W\rangle=\int_0^\infty e^{-w}\ln w\,dw=-\gamma,
\]

where \(\gamma=0.577\) is Euler's constant, the mean is \(x_*+\gamma\beta=559\) µm. A simulation of 40,000 panels, each the maximum of 100 independent patches, gives a mean of 558.8 µm.

Perforation means that the deepest pit reaches the wall thickness \(h=800\) µm. Its probability on the panel is

\[
1-F(h)=1-\exp\!\left[-e^{-(800-530.3)/50}\right]
=1-\exp(-e^{-5.39})\approx4.5\times10^{-3}.
\]

For one coupon the same calculation with \(\mu\) in place of \(x_*\) gives \(4.5\times10^{-5}\). The ratio is close to 100 because both probabilities are small: then \(1-(1-q)^N\approx Nq\), where \(q\) is the probability for one patch. The mode grows with the logarithm of the area, whereas a small perforation probability grows in proportion to the area.

## The same result from individual pits

The division into patches can be avoided. Suppose that the number of pits on a surface is Poisson distributed with mean \(M\), and that the pit depths are independent and exponentially distributed with scale \(\beta\). One pit is no deeper than \(x\ge0\) with probability \(1-e^{-x/\beta}\), and \(k\) pits all satisfy this with the \(k\)th power of that probability. Summing over \(k\) gives

\[
\begin{aligned}
P(\text{deepest}\le x)
&=\sum_{k=0}^{\infty}e^{-M}\frac{M^k}{k!}\left(1-e^{-x/\beta}\right)^k\\
&=e^{-M}\exp\!\left[M\left(1-e^{-x/\beta}\right)\right]
=\exp\!\left[-M e^{-x/\beta}\right].
\end{aligned}
\]

Comparison with \(G\) gives \(M=e^{\mu/\beta}\), or \(\mu=\beta\ln M\). The mean number of pits is proportional to the area at fixed pit density, so a hundredfold area replaces \(M\) by \(100M\) and adds \(\beta\ln100\). In this picture the logarithm arises because an exponential tail must be followed \(\beta\ln100\) deeper before the chance per pit has fallen by a factor of 100. The area ratio need not be an integer.

Here \(M=e^{6}=403\) pits per coupon, or 40 per cm². This density is implied by the chosen \(\mu\) and \(\beta\) within the Poisson model; it is not a measurement. A simulation of 2000 panels, pit by pit and without any patches, gives a mean deepest pit of 560 µm, against 559 µm from the formula.

The two descriptions differ at zero depth. The Poisson model has a probability \(e^{-M}\) of no pit at all, while the Gumbel distribution assigns the same amount to negative depths. For the coupon this is about \(10^{-175}\), which is of no consequence. It would matter on an area so small that \(M\) is of order 1.

## The error from a finite number of coupons

So far \(\mu\) and \(\beta\) were given. In practice they are fitted, and an error in \(\beta\) is multiplied by \(\ln N\). Consider a maximum-likelihood fit to \(n\) independent coupons. For one coupon let \(y=(X-\mu)/\beta\) and \(W=e^{-y}\), which is exponential with mean 1 by the argument above. From \(\ln g=-\ln\beta-y-e^{-y}\), with \(\partial y/\partial\mu=-1/\beta\) and \(\partial y/\partial\beta=-y/\beta\),

\[
\frac{\partial\ln g}{\partial\mu}=\frac{1-W}{\beta},\qquad
\frac{\partial\ln g}{\partial\beta}=-\frac{1+(1-W)\ln W}{\beta}.
\]

The Fisher information matrix \(I\) contains the mean products of these derivatives. The averages follow from \(\langle W^k\ln^mW\rangle=\Gamma^{(m)}(k+1)\), the \(m\)th derivative of the gamma function. The values needed are

\[
\Gamma'(1)=-\gamma,\quad \Gamma'(2)=1-\gamma,\quad \Gamma'(3)=3-2\gamma,
\]

and, with \(S=\gamma^2+\pi^2/6\),

\[
\Gamma''(1)=S,\quad \Gamma''(2)=S-2\gamma,\quad \Gamma''(3)=2S+2-6\gamma.
\]

Put \(a=1-\gamma\). The three averages are

\[
\begin{aligned}
\beta^2I_{\mu\mu}&=\langle(1-W)^2\rangle=1-2+2=1,\\
\beta^2I_{\mu\beta}&=-\langle1-W\rangle-\langle(1-W)^2\ln W\rangle\\
&=0-\left[-\gamma-2(1-\gamma)+3-2\gamma\right]=-a,\\
\beta^2I_{\beta\beta}&=1+2\langle(1-W)\ln W\rangle+\langle(1-W)^2\ln^2W\rangle\\
&=1-2+(S+2-2\gamma)=a^2+\frac{\pi^2}{6}.
\end{aligned}
\]

The determinant of \(\beta^2I\) is \(\pi^2/6\). For large \(n\) the covariance matrix of the fitted \((\mu,\beta)\) is

\[
\frac{I^{-1}}{n}=\frac{\beta^2}{n}\,\frac{6}{\pi^2}
\begin{pmatrix}a^2+\pi^2/6&a\\ a&1\end{pmatrix}.
\]

The prediction \(x_*=\mu+\beta\ln N\) has the derivatives \(1\) and \(\ln N\) with respect to the two parameters. Its variance is therefore the first diagonal element, plus \(2\ln N\) times the off-diagonal one, plus \((\ln N)^2\) times the last. The terms in \(a\) and \(\ln N\) combine into a square:

\[
\mathrm{SE}^2=\frac{\beta^2}{n}\left[1+\frac{6}{\pi^2}\,(1-\gamma+\ln N)^2\right].
\]

For \(n=20\) and \(N=100\) the standard error is

\[
\mathrm{SE}=\frac{50\ \mu\text{m}}{\sqrt{20}}\sqrt{1+0.608\times5.03^2}=45\ \mu\text{m}.
\]

Simulated fits to 20,000 sets of 20 coupons scatter by 45.5 µm, so the large-\(n\) formula serves well here. They also show a bias that the formula does not contain: the predicted mode is on average 7 to 8 µm too low. The standard error describes the uncertainty of the predicted mode, and it assumes that the Gumbel form is exact. If the shape parameter \(\xi\) introduced below is fitted as well, the large-\(n\) standard error for 20 coupons rises to about 74 µm, and \(\xi\) itself is uncertain by about 0.15. The perforation probability is far less certain than the mode: even with the Gumbel form exact, 90 % of the fits to 20 coupons give values between about \(4\times10^{-5}\) and \(4\times10^{-2}\). The scatter of the deepest pit from one panel to the next comes in addition.

## When the assumptions fail

**Dependent patches.** Suppose that neighbouring patches share their deepest pits. A simple model takes independent Gumbel variables \(Z_1,\dots,Z_{N+1}\) of scale \(\beta\) and sets \(X_i=\max(Z_i,Z_{i+1})\). For each patch to keep the mode \(\mu\), the \(Z_i\) must have the mode \(\mu-\beta\ln2\), since the maximum of two adds \(\beta\ln2\). The panel maximum is the largest of \(N+1\) variables \(Z_i\), so its mode is \(\mu-\beta\ln2+\beta\ln(N+1)\). Relative to independent patches the shift is

\[
\beta\ln\frac{N+1}{2N}=50\ \mu\text{m}\times\ln0.505=-34\ \mu\text{m}.
\]

The panel then has about half as many independent chances as patches. More generally, any dependence that makes \(F(x)>G(x)^N\) at all \(x\) lowers every quantile, so quantiles calculated for independent patches are then too deep. The mode falls in the shared-pit model, but this condition alone does not guarantee that it falls, because the mode depends on the slope of \(F\).

**A different tail.** The prediction relies on the tail of \(G\) well beyond the typical coupon depth. The generalized extreme-value distribution tests this reliance. It replaces \(e^{-(x-\mu)/\beta}\) by

\[
t(x)=\left[1+\xi\,\frac{x-\mu}{\beta}\right]^{-1/\xi},
\]

and returns to the Gumbel form as the shape parameter \(\xi\to0\). For \(\xi\ne0\), \(\mu\) is a location parameter, with \(G(\mu)=e^{-1}\), and no longer the mode. Now \(F=e^{-Nt}\) and \(dt/dx=-t^{1+\xi}/\beta\), so

\[
f=\frac N\beta\,t^{1+\xi}e^{-Nt}.
\]

Setting the derivative of \((1+\xi)\ln t-Nt\) with respect to \(t\) to zero gives \(t=(1+\xi)/N\) for \(\xi>-1\). Solving for \(x\) gives the mode

\[
x_\xi=\mu+\frac{\beta}{\xi}\left[\left(\frac{1+\xi}{N}\right)^{-\xi}-1\right].
\]

With \(\mu\) and \(\beta\) held fixed, \(\xi=+0.1\) gives 585 µm and \(\xi=-0.1\) gives 488 µm, shifts of \(+55\) and \(-42\) µm from the Gumbel value. Holding \(\mu\) and \(\beta\) fixed also changes the spread of the coupon depths, so these shifts are not the error of a Gumbel analysis of such data. A Gumbel law fitted to very many coupons from either distribution absorbs part of the change: the true panel mode then lies about 42 µm above or 35 µm below its prediction.

The perforation probability reacts far more strongly. For \(\xi=+0.1\) the wall lies at \(t=(1+0.1\times10)^{-10}=2^{-10}\), and \(1-e^{-100t}=0.093\), about twenty times the Gumbel value. For \(\xi=-0.1\) the distribution ends at \(\mu+\beta/0.1=800\) µm and the probability is zero. That this limit coincides with the wall thickness is an accident of the round numbers. For these two shapes the mode moves by about 10 % and 8 %, whereas the perforation probability rises about twentyfold in one case and vanishes in the other.

**A different exposure time.** The formula transfers depths between areas, not between times. If every depth grows by a common factor \(c\), then \(\mu\) and \(\beta\) both grow by \(c\), and so does \(x_*\). Under an assumed cube-root growth law, a doubled time gives \(c=2^{1/3}=1.26\). The panel mode becomes 668 µm, an increase of 138 µm.

## Reading the numbers for a real panel

The parameters are round values chosen for illustration. Pit depths depend on the metal, the solution and the exposure time, so 530 µm is a result for the chosen parameters and not a property of any metal. A hemispherical pit 530 µm deep is about 3 % as wide as a square patch of 10 cm², so geometric overlap at patch borders concerns only narrow strips. Pits on one piece of metal can still influence each other through the current they share, which breaks independence. The shared-pit model does not describe this influence; its shift of \(-34\) µm belongs to a different kind of dependence, in which neighbouring patches have a deepest pit in common. Welds, crevices and edges absent from the coupons break the assumption of identical patches, and their effect cannot be inferred from the coupon data. For this example, the 45 µm fitting error, which takes the Gumbel shape as known, and the mode shifts for \(\xi=\pm0.1\) at fixed \(\mu\) and \(\beta\) are comparable, and doubling the exposure time under the assumed cube-root law moves the mode by more than either. The values behind these comparisons are in the numerical output.

## Numbers as computed

```
Coupon mode mu: 300.0 um
Gumbel scale beta: 50.0 um
Coupon area: 10 cm2
Panel area: 1000 cm2
Area ratio N: 100
Wall thickness: 800 um
Number of coupons: 20
ln N: 4.6052
Shift beta ln N: 230.3 um
Most probable deepest pit, formula: 530.3 um
Same, numerical maximization: 530.3 um
Same, converted: 5.303e+06 angstrom
Ratio of panel mode to coupon mode: 1.768
Panel median: 548.6 um
Panel mean, formula: 559.1 um
Panel mean, simulated patches: 558.8 um
Panel mean, simulated pits: 560.0 um
Depth not exceeded with probability 0.95: 678.8 um
Probability of exceeding panel mode: 0.6321
Perforation probability, coupon: 4.54e-05
Perforation probability, panel: 4.53e-03
Mean pits per coupon in Poisson model: 403.4
Pit density in Poisson model: 40.3 per cm2
Fit standard error, large-n formula: 45.2 um
Fit standard error, simulated: 45.5 um
Fit bias, simulated: -7.4 um
Mode shift from shared pits: -34.2 um
Tail shape -0.1, panel mode: 487.8 um
Tail shape -0.1, mode shift: -42.4 um
Tail shape -0.1, perforation probability: 0.00e+00
Tail shape +0.1, panel mode: 584.9 um
Tail shape +0.1, mode shift: +54.7 um
Tail shape +0.1, perforation probability: 9.30e-02
Upper depth limit for shape -0.1: 800.0 um
Growth factor, doubled time, cube-root law: 1.2599
Panel mode after doubled time: 668.1 um
Mode shift from doubled time: +137.8 um
log10 of coupon probability of negative depth: -175.2
Patch side: 31623 um
Hemispherical pit width / patch side: 0.0335
```
